Negative, temperature-dependent Knight shifts from core polarisation by d spins

**Q:** I take the Knight shift K to be a positive constant of a metal. The field B₀ aligns conduction spins, the aligned s electrons have density at the nucleus, and their field adds to B₀. The Pauli susceptibility hardly depends on temperature, so neither does K. What is wrong with that?

**A:** Little, for a metal whose shift comes from s electrons in a broad, smooth band, as long as that band stays fixed. Thermal expansion alone changes a free-electron χ per atom as V^(2/3), typically by a per cent or more over a wide temperature range. But the measured shift of platinum is negative, roughly −3 %, so the argument cannot cover every metal. Let us see which steps depend on the s electrons. How do you get the sign of their field?

**Q:** From the contact interaction, which I have always taken as given.

**A:** It follows from the currents. I use Gaussian units, and "up" means a magnetic moment along B₀, which is along z. A spherical moment density M(r)ẑ carries the current

j = c ∇×(Mẑ) = −c M′(r) sinθ φ̂.

The Biot–Savart law gives the field at the origin:

B(0) = (1/c) ∫ j_φ sinθ/r² dV = −2π ∫₀^π sin³θ dθ ∫₀^∞ M′ dr = (8π/3) M(0),

because the angular integral is 4/3 and M vanishes at infinity. With M = μ_B(ρ↑ − ρ↓), the sign of the contact field is the sign of the spin density at the nucleus. For s electrons polarised by B₀ that density is positive.

To turn this into a shift, let H_i be the field at the nucleus per μ_B of moment of type i, and χ_i the molar susceptibility. The moment per atom, in units of μ_B, is χ_i B₀/(N_A μ_B). Multiplying by H_i and dividing by B₀,

K_i = H_i χ_i/(N_A μ_B).

I measure K from a reference that already contains the diamagnetic shielding by the core.

**Q:** A d orbital vanishes at the nucleus, so its spin has no contact field. Then d electrons should contribute nothing.

**A:** They can contribute in two ways. The first is orbital. A circulating d state of density ρ has j_φ = Cρ/(r sinθ), with C a constant. Its field and moment are

B(0) = (1/c) ∫ j_φ sinθ/r² dV = (C/c)⟨r⁻³⟩,
m = (1/2c) ∫ r sinθ j_φ dV = C/(2c).

Hence B(0) = 2⟨r⁻³⟩m, parallel to the moment. In a partly filled d shell the term μ_B L_z B₀ mixes empty d states into filled ones. This needs empty d states of the same spin, split off by the crystal field or the band structure; in a high-spin d⁵ shell there are none and the term vanishes. Otherwise, in second order it lowers the energy E by an amount proportional to B₀², so the induced moment −∂E/∂B₀ points along B₀ and this contribution to K_orb is positive.

The second way is through the spin. I assume negligible spin-orbit mixing and a d spin density with cubic symmetry about the nucleus, for which the direct dipolar field averages to zero. What remains is the polarisation of s electrons by the d spin. The conduction s electrons are polarised too and add to H_d, but I treat only the closed s shells.

**Q:** A closed shell has equal numbers of up and down electrons. How can it have a spin density?

**A:** The numbers stay equal, but the two orbitals need not have the same shape. At the Hartree–Fock level an up d electron exchanges with the up s electron and not with the down one. Its Coulomb repulsion is the same for both and drops out of the difference.

Write the orbitals as φ_d = (P_d/r)Y₂ₘ and ψ = u/(r√4π). The exchange term in the Hamiltonian is −𝒦, with

𝒦ψ(r) = φ_d(r) ∫ φ_d*(r′)ψ(r′)/|r−r′| dV′.

Since ψ is spherical, φ_d* selects the quadrupole part of 1/|r−r′|, namely (r_<²/r_>³)(4π/5) Σₘ Y₂ₘ(r̂′)Y₂ₘ*(r̂). The product then contains |Y₂ₘ(r̂)|², whose angular average is 1/(4π). The spherical part is therefore

𝒦ψ → w(r)/(r√4π), w(r) = (1/5) P_d(r) ∫ (r_<²/r_>³) P_d u dr′.

The non-spherical part does not change the density at the nucleus to first order.

**Q:** Exchange is attractive, so it should pull the up electron in and raise its density at the nucleus. That gives a positive term again.

**A:** That depends on where the attraction acts. Take a hydrogenic 1s shell, in atomic units with Z = 1. To first order the change δψ, taken orthogonal to ψ, obeys

(H₀−E₀)δψ = 𝒦ψ − ⟨𝒦⟩ψ.

Define G(r) by

(H₀−E₀)G = δ³(r) − ψ(0)ψ(r), with ∫Gψ dV = 0.

Multiply the equation for G by δψ and integrate. The right side gives δψ(0), because δψ is orthogonal to ψ. On the left, H₀−E₀ can be moved onto δψ, and the ⟨𝒦⟩ term vanishes because G is orthogonal to ψ. So

δψ(0) = ∫ G 𝒦ψ dV.

Where G is negative, attraction lowers the amplitude at the nucleus.

**Q:** And is G negative anywhere?

**A:** Put G = e^(−x)F(x)/π, with x = r. Since ψ = e^(−x)/√π solves the unperturbed problem, what remains away from the origin is

−F″/2 − F′/x + F′ = −1.

Try F = a/x + b ln x + cx + C₀. The x⁻³ terms cancel. The x⁻² terms require −b/2 − a = 0, the x⁻¹ terms b − c = 0, and the constant terms c = −1. So b = c = −1 and a = 1/2. This a also gives G → 1/(2πr), which −∇²/2 turns into the required delta function.

Orthogonality, ∫x²e^(−2x)F dx = 0, fixes the constant:

1/8 − (1/4)(3/2 − γ − ln 2) − 3/8 + C₀/4 = 0,

with γ Euler's constant. Hence C₀ = 5/2 − γ − ln 2 and

F(x) = 1/(2x) − ln(2x) − x + 5/2 − γ.

Its derivative, −1/(2x²) − 1/x − 1, is negative everywhere, so F falls from +∞ to −∞ and changes sign once, at x = 1.325. Attraction beyond that radius draws the orbital outward and depletes the nucleus. Attraction inside it does what you expected.

**Q:** The d orbital covers a range of radii. Which side wins?

**A:** Integrate over the source. The relative change of density at the nucleus is D = 2δψ(0)/ψ(0). With 𝒦ψ = w/(x√4π), dV = 4πx²dx and ψ(0) = 2/√4π,

D = 4 ∫₀^∞ x e^(−x) F(x) w(x) dx.

For nuclear charge Z, set x = Zr. H₀ scales as Z² and the exchange as Z, so the response is D/Z at a fixed ratio of orbital exponents.

Take P_d ∝ x³e^(−kx). For k = 0.5 the d orbital lies mostly outside the shell and D = −0.0076. For k = 6 it lies inside and D = +0.20. The sign changes at k = 2.23, where the mean d radius is 1.04 times the mean 1s radius. Diagonalising the exchange problem in a basis reproduces both values of D within the tested 0.5 %.

For a sense of size, take Z = 10 and k = 0.5. One μ_B in a hydrogen 1s orbital gives 166.9 kOe, and the 1s density at the nucleus grows as Z³:

166.9 kOe × 10³ × (−0.000761) = −127 kOe per μ_B of d spin.

A change of less than 0.1 % in one orbital matters because the density it acts on is large.

**Q:** So core polarisation is negative by necessity?

**A:** No. This is a first-order model of one shell, and it already gives both signs. In an atom the contributions of several s shells are summed, and they may partly cancel. In a 3d ion such as Mn²⁺, spin-polarised Hartree–Fock gives a small negative 1s term, a large negative 2s term and a positive 3s term about half as large. The −127 kOe above therefore illustrates the mechanism and is not the 1s field of a real ion. The model shows how a negative field arises. It does not predict the total H_d of a metal, least of all of platinum, where relativity matters. The sign of the total has to come from a full calculation or from experiment.

**Q:** How would experiment show it? A negative K tells me that something is negative, but K is a sum.

**A:** Use the temperature, which brings us to your second claim. For independent electrons in a band with N_i(E) states per atom and energy, both spins together, B₀ shifts up states by −μ_B B₀ and down states by +μ_B B₀. Expanding the difference of populations to first order in B₀,

χ_i = N_A μ_B² ∫ N_i(E)(−∂f/∂E) dE.

The factor −∂f/∂E is a peak a few k_BT wide. A density of states that is smooth on that scale gives a nearly constant χ_i, which is your case. A narrow d structure at the Fermi level does not.

**Q:** Can you show that for low temperature?

**A:** Put E = 0 at the zero-temperature Fermi level and expand N_d about the chemical potential μ. The linear term vanishes by symmetry. For the quadratic one, with y = (E−μ)/k_BT,

∫ y² e^(−y)/(1+e^(−y))² dy = 4 Σₙ (−1)ⁿ⁺¹/n² = π²/3,

where the integral runs over all y and the sum from n = 1. So the thermal average of N_d is N_d(μ) + (π²/6)(k_BT)²N_d″. The same expansion of the electron number, with N the total density of states, requires

μN + (π²/6)(k_BT)²N′ = 0.

Inserting this μ in N_d(μ) ≈ N_d + μN_d′ gives the leading change

δχ_d = N_A μ_B² (π²/6)(k_BT)² [N_d″ − N_d′N′/N],

with everything in the bracket taken at E = 0. Near a maximum of N_d the curvature is negative and χ_d falls on warming. Exchange enhancement is left out here.

**Q:** Then K_d changes with χ_d. How does that isolate H_d?

**A:** Plot K against the measured χ, with temperature as the parameter. This is the Clogston–Jaccarino plot. If the fields H_i are constant, then between two temperatures

ΔK/Δχ = (1/N_Aμ_B) Σ H_iΔχ_i / ΣΔχ_i.

If χ_d alone varies, the right side is H_d/(N_A μ_B). The constant terms move the line without changing its slope, so a negative slope means a negative H_d even when K itself is positive.

**Q:** Please show me numbers.

**A:** Take a model metal with chosen round parameters: H_s = 5000, H_orb = 1000 and H_d = −1000 kOe/μ_B. In units of 10⁻⁶ emu/mol, used for all susceptibilities below, χ_orb = 20 and the core diamagnetism is χ_dia = −20. With E in eV from the zero-temperature Fermi level and N in states per eV and atom, the s band is broad, N_s = 0.30 √(1 + E/8). The d band, N_d = 1.5 + 2.5 exp[−(E + 0.03)²/(2 × 0.10²)], has a Gaussian peak of standard deviation 0.10 eV centred 0.03 eV below the Fermi level. The program computes χ_s and χ_d from these bands:

50 K: χ = 135.23, K = −1.021 %
300 K: χ = 128.68, K = −0.904 %
1000 K: χ = 103.14, K = −0.446 %

At 50 K the shift is made up of

K = K_s + K_orb + K_d = 0.868 + 0.358 − 2.248 = −1.02 %.

From 50 to 1000 K, K_s changes by 0.055 % of its value and K_d loses 26 % of its magnitude. In this model, whose bands are rigid and whose volume is fixed, your belief describes K_s well and K badly.

A straight line through all seven computed temperatures has slope −179.23 mol/emu. The emu of susceptibility is erg/G², so with N_A μ_B = 5584.9 erg/(G mol) the product is a field:

H_d = −179.23 × 5584.9 Oe/μ_B = −1001 kOe/μ_B, or −100.1 T/μ_B.

**Q:** You put in −1000. Where does the extra −1 come from?

**A:** From the small drift of χ_s. Subtracting H_d from the weighted slope leaves (H_s−H_d)Δχ_s/Δχ. Between the end temperatures Δχ_s = 0.00055 × 9.698 = 0.0053 and Δχ = −32.09, so the bias is 6000 × 0.0053/(−32.09) ≈ −1 kOe/μ_B. It is small here because the s band is smooth and the volume is fixed. With a linear expansion coefficient of 9×10⁻⁶/K and χ_s ∝ V^(2/3), χ_s would rise by 1.7 %, or 0.165, over the same range, and the bias would be about 6000 × 0.165/(−32) ≈ −31 kOe/μ_B.

The same formula shows when the plot misleads. A magnetic impurity that adds a varying χ but hardly shifts the observed nuclei changes the denominator alone. A χ_orb or an H_i that varies with temperature also spoils the reading. If χ_d is nearly constant, there is no line to fit.

**Q:** The line meets χ = 0 at K = 1.40 %. Is that K_s + K_orb?

**A:** No, that sum is 1.23 %. At χ = 0 the line has been extended past the point where χ_d = 0, which lies at χ = χ_s + χ_orb + χ_dia = 9.7. The extra stretch adds 179 × 9.7×10⁻⁶ = 0.17 %.

Separating the constant terms takes more information than the line contains. Suppose χ_dia, χ_s, H_s and H_orb are known from elsewhere. Two equations then fix χ_orb and χ_d:

χ_orb + χ_d = χ − χ_dia − χ_s ≡ X,
H_orb χ_orb + H_d χ_d = N_A μ_B K − H_s χ_s ≡ Y.

Multiply the first by H_d and subtract it from the second:

χ_orb = (Y − H_d X)/(H_orb − H_d).

This needs H_orb ≠ H_d. At 50 K, X = 135.23 + 20 − 9.70 = 145.53. With fields in kOe/μ_B, N_A μ_B K = −57,040 and H_sχ_s = 48,490, so Y = −105,530. Using the fitted H_d,

χ_orb = (−105,530 + 1000.99 × 145.53)/2000.99 ≈ 20.1,
χ_d = X − χ_orb ≈ 125.5.

The model's own values are 20.0 and 125.5.

**Q:** And if my estimate of χ_s is wrong?

**A:** Suppose it is 20 % too large, an error δ = 1.94. Then X falls by δ and Y by H_sδ, so χ_orb changes by

−(H_s − H_d)δ/(H_orb − H_d) = −6001 × 1.94/2001 = −5.8.

The separation now returns χ_orb = 14.2, about 29 % below the model's value, and χ_d = 129.3, about 3 % above. The slope has not moved, since χ_s was not used to find it. The sign and size of H_d are thus better founded than the division of the constant part.

**Q:** So for platinum I should look at the slope before the sign of K?

**A:** Yes. Its measured K becomes more negative as the measured χ grows, which is the behaviour of a dominant d-spin term with negative H_d. The sign of K at one temperature tells you which terms are larger there. The slope tells you the sign of the term that varies, provided that term supplies most of the change in K as well as most of the change in χ. Dominating Δχ alone is not enough: with the model's fields, if χ_s supplied 20 % of Δχ, the weighted slope would be 0.2 × 5000 − 0.8 × 1000 = +200 kOe/μ_B, opposite in sign to H_d. The numerical check asserts the contact and orbital fields, the exchange factor 1/5, the two values of D, the susceptibility integral, its low-temperature expansion, the recovery of H_d from the slope and the separation of χ_orb and χ_d.

Table of computed values

```
N_A mu_B = 5584.9 emu/mol
N_A mu_B^2 = 32.328 1e-6 emu eV/mol
Contact field, hydrogen 1s = 166.9 kOe/mu_B
Green-function sign change at Zr = 1.3253 a0
d exponent / 1s exponent, outside case = 0.50
Response D, outside: formula -0.007611, diagonalised -0.007611
d exponent / 1s exponent, inside case = 6.00
Response D, inside: formula 0.200764, diagonalised 0.200803
Exponent ratio at sign change of D = 2.2331
Mean radius ratio d/1s at sign change = 1.0449
Core example: Z = 10, d exponent = 5.0 1/a0
Core example: relative density change = -0.000761
Core example: 1s polarisation field = -127.0 kOe/mu_B
d DOS: base 1.50, peak 2.50 states/eV/atom
d peak: centre -0.030, width 0.100 eV
s DOS at Fermi level 0.30 states/eV/atom, depth 8.0 eV
d DOS at Fermi level = 3.8900 states/eV/atom
50 K change of thermal d DOS: direct -0.006972 states/eV/atom
50 K change of thermal d DOS: expansion -0.007015 states/eV/atom
Input H_s, H_d, H_orb = 5000, -1000, 1000 kOe/mu_B
Input chi_orb, chi_dia = 20.0, -20.0 1e-6 emu/mol
Table: T (K); chi_s, chi_d, chi_total (1e-6 emu/mol); K_s, K_d, K (%)
   50    9.698   125.53   135.23   0.8683  -2.2476  -1.0213
  100    9.698   124.87   134.57   0.8683  -2.2358  -1.0094
  200    9.699   122.44   132.14   0.8683  -2.1923  -0.9659
  300    9.699   118.98   128.68   0.8683  -2.1304  -0.9039
  500    9.701   110.89   120.59   0.8685  -1.9856  -0.7590
  700    9.702   103.09   112.79   0.8686  -1.8459  -0.6192
 1000    9.704    93.43   103.14   0.8687  -1.6729  -0.4461
K_orb = 0.3581 %
Relative change of K_s, 50 to 1000 K = 0.055 %
Relative change of K_d, 50 to 1000 K = -25.57 %
Fitted slope dK/dchi = -179.23 mol/emu
Fitted intercept at chi = 0: K = 1.4024 %
H_d from slope = -1000.99 kOe/mu_B
H_d from slope = -100.10 T/mu_B
Separated at 50 K: chi_orb = 20.062 1e-6 emu/mol
Separated at 50 K: chi_d = 125.467 1e-6 emu/mol
Separated at 50 K: K_orb = 0.3592 %
Separated at 50 K: K_d = -2.2488 %
With chi_s 20% too large: chi_orb = 14.245 1e-6 emu/mol
With chi_s 20% too large: chi_d = 129.344 1e-6 emu/mol
```
